\section*{Why the lowest-permittivity coated spheres carry no load}

\section*{Question}

A porous dielectric is a mixture of solid and air. At a given solid fraction, one isotropic arrangement with the lowest possible permittivity is a packing of coated spheres, each with a solid core and an air coating. Why does this arrangement have no stiffness, even when most of its volume is solid? Is the separation of the cores an accident of this construction, or does the low permittivity itself require it?

\section*{The mechanism}

A solid adds to the permittivity by polarizing, and it polarizes in proportion to the field inside it. An isolated piece of solid acquires surface charge that opposes the applied field, so its internal field is reduced on average. A continuous solid path across the sample cannot be shielded in this way along its whole length, because the full applied voltage must drop along it. The best shielding therefore needs isolated pieces.

A static load, in turn, needs a continuous solid path. Isolated pieces can be moved relative to one another without being strained. The same break in the solid that permits the best shielding removes the skeleton that would carry stress.

To make this precise, take a periodic medium of linear phases with static fields. Let $\epsilon_s>\epsilon_a$ be the relative permittivities of solid and air, $\Delta=\epsilon_s-\epsilon_a$, and let $\chi$ be 1 in the solid and 0 in the air, with mean $\langle\chi\rangle=f$. In Gaussian units $\mathbf D=\epsilon\mathbf E$.

\section*{The lowest permittivity}

Apply a mean field equal to a unit vector $\mathbf e$. The effective permittivity in that direction is
\begin{equation}
\epsilon^*_{e}=\min_{\mathbf E}\langle\epsilon|\mathbf E|^2\rangle ,
\end{equation}
where $\mathbf E=\mathbf e+\mathbf g$ and $\mathbf g$ is the gradient of a periodic function. At the minimum $\nabla\cdot(\epsilon\mathbf E)=0$, so $\langle\mathbf D\cdot\mathbf g\rangle=0$ by integration by parts, and the minimum is $\mathbf e\cdot\langle\mathbf D\rangle$, as it should be.

For any number $p$, completing the square in the solid gives
\begin{equation}
\Delta|\mathbf E|^2=2p\,\mathbf e\cdot\mathbf E-\frac{p^2}{\Delta}
+\Delta\left|\mathbf E-\frac{p}{\Delta}\mathbf e\right|^2 .
\end{equation}
Since $\epsilon=\epsilon_a+\Delta\chi$ and $\langle\mathbf g\rangle=0$,
\begin{align}
\langle\epsilon|\mathbf E|^2\rangle={}&\epsilon_a+2fp-\frac{fp^2}{\Delta}
+\epsilon_a\langle|\mathbf g|^2\rangle+2p\langle\chi\,\mathbf e\cdot\mathbf g\rangle\nonumber\\
&+\Delta\left\langle\chi\left|\mathbf E-\frac{p}{\Delta}\mathbf e\right|^2\right\rangle .
\end{align}
A gradient has Fourier components parallel to the wavevector, $\mathbf g_{\mathbf k}=\hat{\mathbf k}\gamma_{\mathbf k}$. The two terms containing $\mathbf g$ on the first line are therefore
\begin{equation}
\sum_{\mathbf k\ne0}\left[\epsilon_a\left|\gamma_{\mathbf k}+\frac{p(\mathbf e\cdot\hat{\mathbf k})\chi_{\mathbf k}}{\epsilon_a}\right|^2
-\frac{p^2}{\epsilon_a}(\mathbf e\cdot\hat{\mathbf k})^2|\chi_{\mathbf k}|^2\right].
\end{equation}

Now average over three perpendicular directions $\mathbf e_i$. Because $\sum_i(\mathbf e_i\cdot\hat{\mathbf k})^2=1$ and $\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-f^2=f(1-f)$, the mean permittivity $\bar\epsilon$ obeys
\begin{equation}
\bar\epsilon=\epsilon_a+2fp-fp^2\left[\frac1\Delta+\frac{1-f}{3\epsilon_a}\right]+Q .
\label{identity}
\end{equation}
Here $Q\ge0$ is the average over directions of the two kinds of square. Dropping $Q$ leaves a lower bound for every $p$. It is greatest when $p$ is the inverse of the bracket, which gives
\begin{equation}
\bar\epsilon\ge\epsilon_L=\epsilon_a+\frac{f}{1/\Delta+(1-f)/(3\epsilon_a)}
=\epsilon_a+fc\Delta ,
\label{bound}
\end{equation}
\begin{equation}
c=\frac p\Delta=\frac{1}{1+(1-f)\Delta/(3\epsilon_a)}<1 .
\end{equation}
For an isotropic effective medium $\bar\epsilon=\epsilon^*$. Equality requires $Q=0$, and hence a field $c\,\mathbf e_i$ throughout the solid for each applied $\mathbf e_i$.

\section*{Coated spheres reach it}

Let the core radius be $a$ and the outer radius $b$, with $a^3/b^3=f$. Write the potential as $-R(r)\cos\theta$, with $R=c'r$ in the core, $R=Ar+B/r^2$ in the air, and $R=r$ outside, in a medium of permittivity $\epsilon'$. Continuity of potential and of normal $\mathbf D$ at $r=a$ gives
\begin{equation}
A+\frac{B}{a^3}=c',\qquad \epsilon_a\left(A-\frac{2B}{a^3}\right)=\epsilon_sc' .
\end{equation}
Hence $A=c'[1+\Delta/(3\epsilon_a)]$ and $B/a^3=-c'\Delta/(3\epsilon_a)$. At $r=b$, where $B/b^3=fB/a^3$, the condition $A+B/b^3=1$ gives $c'=c$. The second condition there gives
\begin{equation}
\epsilon'=\epsilon_a\left(A-\frac{2B}{b^3}\right)=\epsilon_a\left(1-\frac{3B}{b^3}\right)=\epsilon_a+fc\Delta=\epsilon_L .
\end{equation}
A coated sphere placed in a medium of permittivity $\epsilon_L$ thus leaves the outside field undisturbed. Fill that medium with coated spheres of ever smaller size, all with the same ratio $a/b$, and replace the remainder by air. This replacement cannot raise the permittivity above $\epsilon_L$, while \eqref{bound} forbids a value below the bound for the slightly reduced solid fraction. As the remainder vanishes the two limits meet, so the packing attains $\epsilon_L$.

\section*{Attainment excludes a skeleton}

Suppose that, in a periodic structure attaining the bound, a path inside the solid joins a point to its periodic copy a distance $\mathbf R$ away. The periodic part of the potential returns to its value, so
\begin{equation}
\int_{\rm path}\mathbf E\cdot d\mathbf l=\mathbf e_i\cdot\mathbf R .
\end{equation}
But the field in the solid is $c\,\mathbf e_i$, which gives $c\,\mathbf e_i\cdot\mathbf R$. For some direction $\mathbf e_i\cdot\mathbf R\ne0$, and since $c<1$ the two results contradict each other. The solid must therefore consist of bounded islands. Their separation is a consequence of attaining the lowest permittivity, not just a feature of spheres.

The argument needs $c\neq1$. It loses its force when $\Delta\to0$ or $f\to1$, where $c\to1$ and a continuous path costs little.

\section*{Islands have no stiffness}

Impose a small mean strain $\mathsf S$. In a coated sphere centred at $\mathbf x_n$, with $\mathbf w=\mathbf x-\mathbf x_n$, choose the displacement
\begin{equation}
\mathbf u=\mathsf S\mathbf x_n+g(w)\,\mathsf S\mathbf w,
\end{equation}
where $g=0$ in the core and rises continuously to 1 at $w=b$. On the outer surface $\mathbf u=\mathsf S\mathbf x$, so neighbouring spheres fit together. Each core only translates. The solid strain energy is zero, and since the true energy is the minimum over displacements, the skeleton has zero stiffness for every $\mathsf S$, shear and compression alike. The same construction works for islands of any shape with positive gaps between them. For strains too small to close the gaps, their thickness does not enter, so the result holds at every $f<1$. The range of strain does shrink: the cores of two touching coated spheres meet at a compression of $1-f^{1/3}$, which is 21\% at $f=0.5$ and 0.3\% at $f=0.99$.

Trapped gas gives one small correction. Under a uniform excess pressure $q$, solid and gas shrink by relative volumes $q/K_s$ and $q/K_g$, where $K$ denotes a bulk modulus. Adding the volumes gives
\begin{equation}
\frac1{K^*}=\frac f{K_s}+\frac{1-f}{K_g}.
\end{equation}
For an isothermal ideal gas $K_g$ equals the pressure. The static shear modulus remains zero, because the gas can rearrange without changing volume. ``No stiffness'' thus means no stiffness of the skeleton.

\section*{The price of a load path}

Near the bound, stiffness is possible. Suppose straight solid columns run through the medium along each axis, occupying an area fraction $\alpha$ of the cross-section. The mean axial field along each column is 1. A mean square is at least the square of the mean, so the square over the solid in $Q$ gives
\begin{equation}
\bar\epsilon-\epsilon_L\ge\Delta\,\alpha(1-c)^2 .
\label{penalty}
\end{equation}
For the stiffness, let the columns alone carry a mean axial stress $\sigma$, each at $\sigma/\alpha$. This stress is in equilibrium and has energy density $\sigma^2/(2\alpha Y_s)$, with $Y_s$ the solid's Young's modulus. The true stress minimizes this energy, whose minimum is $\sigma^2/(2Y^*)$. Hence $Y^*\ge\alpha Y_s$.

For a second family, the bulk modulus and the permittivity can both be found exactly. At fixed $f$, move a volume fraction $s$ of solid from each core to a closed outer shell, and bond the shells together. With $b=1$, the shell displacement under pressure is $u=Cr+F/r^2$, and its radial stress is $3K_sC-4\mu_sF/r^3$, where $\mu_s$ is the shear modulus. Neglecting the gas, this stress vanishes at $r^3=1-s$, so $F=3K_sC(1-s)/(4\mu_s)$. At the outer surface the stress is $3K_sCs$ and the displacement is $C+F$. Their ratio, divided by 3, is
\begin{equation}
K^*=\frac{4K_s\mu_s s}{4\mu_s+3K_s(1-s)} .
\label{shell}
\end{equation}

For the permittivity, the core and its air act as a uniform ball of permittivity $\epsilon_i$, given by \eqref{bound} with solid fraction $(f-s)/(1-s)$. The sphere calculation did not depend on the sign of the contrast, so it can be used again with a solid coating:
\begin{equation}
\epsilon^*=\epsilon_s+\frac{1-s}{1/(\epsilon_i-\epsilon_s)+s/(3\epsilon_s)} .
\label{nested}
\end{equation}
If the last gaps of this packing, a volume fraction $\delta$, are filled with solid in place of the effective medium, neither $K^*$ nor $\epsilon^*$ can fall. Trial fields that are affine in the gaps show that they rise by at most $\delta(K_s-K^*)$ and $\delta(\epsilon_s-\epsilon^*)$, which vanish with $\delta$.

\section*{Numbers for a porous interlayer dielectric}

Take rough silica-like values: $\epsilon_s=4$, $Y_s=72$ GPa and Poisson ratio 0.17. These give $K_s=36.4$ GPa and $\mu_s=30.8$ GPa. Let $f=0.5$ and $\epsilon_a=1$. Then
\begin{equation}
c=\frac1{1+0.5\times3/3}=0.667,\qquad
\epsilon_L=1+0.5\times0.667\times3=2.00 .
\end{equation}
At an applied field of 1 MV/cm the core field is 0.67 MV/cm. The mean field in the air is $(1-0.5\times0.667)/0.5=1.33$ MV/cm. Just outside a core's pole, continuity of $\mathbf D$ gives $4\times0.667=2.67$ MV/cm. The low permittivity is obtained by pushing the field into the air. These fields assume pores of nanometre size, where the voltage across a pore is too small to ionize the gas; wide air gaps at 1 atm break down near 0.03 MV/cm.

The skeleton modulus is zero, and gas at 1 atm gives $K^*\simeq0.20$ MPa. Moving solid to the shell at the same $f$ changes this as follows.

\begin{center}
\begin{tabular}{ccc}
$s$ & $\epsilon^*$ & $K^*$ (GPa)\\
0 & 2.000 & 0\\
0.05 & 2.017 & 0.99\\
0.20 & 2.080 & 4.3\\
0.50 & 2.286 & 12.6
\end{tabular}
\end{center}

The amount of solid is the same in every row; only its arrangement differs. A bulk modulus of 5 GPa needs $s=0.231$ and gives $\epsilon^*=2.10$. The initial price follows by expanding to first order in $s$. The inner solid fraction falls by $0.5s$, and $d\epsilon_L/df=6/(2-f)^2=8/3$, so $\epsilon_i$ falls by $4s/3$. With $\epsilon_i-\epsilon_s=-2$, the solid coating adds $2s-4s/12=5s/3$. The net rise is $s/3$, while \eqref{shell} gives $K^*\simeq19.3s$ GPa. The price is 0.017 in permittivity per GPa for this family, which has not been shown to be the cheapest.

A comparison without closed shells also tests shear. Divide a cubic cell into $8^3$ small cubes and place in it a solid block of $6^3$, so that $f=0.42$. In a second structure, struts of cross-section $2\times2$ join the blocks across all gaps. To keep $f$ fixed, the 24 small cubes whose centres, measured from the block's centre in units of a small cube's edge, are the permutations of $(\pm\frac12,\pm\frac32,\pm\frac32)$ are removed. A finite-difference solution with 48 points per edge gives $\epsilon^*=1.82$ for separate blocks and 1.90 for joined ones, against $\epsilon_L=1.80$. The difference includes the effect of the internal cavities. Here $\alpha=4/64$ and $c=0.634$, so \eqref{penalty} requires a rise above $\epsilon_L$ of at least 0.025; the computed rise is 0.10.

For elasticity, a finite-element calculation with one element per small cube gives the void a fraction $\eta$ of the solid's stiffness. When $\eta$ falls from $10^{-4}$ to $10^{-6}$, Young's modulus of the separate blocks falls from 26 to 0.26 MPa and their shear modulus from 7.3 to 0.073 MPa. All their stiffness belongs to the artificial void. The joined blocks keep $Y^*\simeq8.1$ GPa and a shear modulus of 1.7 GPa. These are upper estimates on a coarse mesh: with four elements along each small cube's edge they fall to about 7.0 and 1.2 GPa, and with eight to 6.8 and 1.17 GPa, still decreasing slowly. The column argument guarantees $Y^*\ge72/16=4.5$ GPa.

\section*{The model beside a real film}

Porous silica-based films have a connected solid skeleton, so they break the assumption of isolated cores. In the shell family this moves the permittivity from 2.00 to at most 2.29 and the bulk modulus from zero to as much as 12.6 GPa. The silica values are themselves stiff for this use: organosilicate skeletons are softer and have a lower permittivity.

For unsupported cores a few nanometres apart, surface forces also matter. In a connected skeleton with a modulus of several GPa, the few MPa found below would be negligible. For equal touching spheres of outer diameter $d=4$ nm, the cores are 3.17 nm wide and 0.83 nm apart. Summing a pairwise attraction,
\begin{equation}
U=-\frac{H}{\pi^2}\int\!\!\int\frac{dV_1\,dV_2}{r_{12}^6},
\end{equation}
over two cores with a rough $H=6.5\times10^{-20}$ J gives $-0.012$ eV, about $0.45\,kT$ at 300 K. In a simple cubic array of such spheres, whose overall solid fraction is only $\pi f/6=0.26$, the spring constant $U''$ contributes $U''/d\simeq-4$ MPa to the axial modulus. This is negative and larger in size than the gas term. Moreover, the air coating of one sphere holds on average 0.4 gas molecule at 1 atm, so most coatings are empty at any moment, and the bulk gas modulus does not describe a single one. Unsupported cores would not keep their places, and any solid support that held them would be a load path with its own cost in permittivity.

Moisture can also raise the permittivity. A continuous water film of 1\% of the volume on the cores, given the bulk permittivity of about 80, raises $\epsilon^*$ from 2.00 to 2.24 in a numerical solution of the radial equation. For such a film to be even one molecule thick, the coated spheres must be about 100 nm across, so the estimate does not apply to the 4 nm spheres above. In structures large enough for a film of this volume fraction to be continuous and have the bulk permittivity, the rise exceeds the 0.10 paid for a bulk modulus of 5 GPa. The rise is nearly proportional to the film's volume, so a film of less than about 0.4\% costs less than that stiffness.
